**Wall slope, mean force and valley splitting: numerical tests**

For a bound state $f$ at a hard wall, $(\hbar^2/2m)f'(0)^2=\langle dV/dz\rangle$, where $m$ is the effective mass and $V$ the potential energy. The program asserts this for three states in each of three wells, and it asserts the corresponding wall-displacement derivative and finite-barrier relation. It also diagonalizes a chain of spacing $a$ with valleys at phases $\pm\varphi_0$ per site and compares the splitting with $a\langle dV/dz\rangle/\sin\varphi_0$. In triangular wells from 2.5 to 20 MV/m the largest deviation is 0.11 percent of the formula. Further assertions cover other valley positions, the second subband, the mean wall displacement, a screened well and a parabolic control without wall contact. In a self-consistent Hartree layer the slope matches the mean force, and the chain splitting is 0.777 meV against 0.756 meV from the leading-order formula. The chain is a one-orbital model and does not predict the splitting of a real silicon–oxide interface.

## Verification by program

```python
"""
Result under test: for a bound state f(z) on z>0 with a hard wall at z=0,
    (hbar^2/2m) f'(0)^2 = <dV/dz>,
so a valley splitting proportional to f'(0)^2 is linear in the mean force.
For a two-valley chain (spacing a, valleys at phase +-phi0 per site) ended by
a hard wall the splitting is <dV/dz> a / sin(phi0) when the envelope is long.
Symbols: kin = hbar^2/2m in eV nm^2; force = e*field in eV/nm; energies in eV;
lengths in nm. A field of 1 MV/m gives a force of 0.001 eV/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal, eig_banded
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

mass_ratio = 0.92
lattice = 0.543
layer = lattice / 4
valley_fraction = 0.85
phi_si = valley_fraction * np.pi / 2      # k0 * layer, k0 = fraction * 2 pi/lattice
eps_r = 11.7
kin = const.hbar**2 / (2 * mass_ratio * const.m_e * const.e) * 1e18
airy_roots = -ai_zeros(3)[0]

# ---------- continuum solver: finite differences with a hard wall at z=0 ----------
step = 0.02
z = step * np.arange(1, 2501)


def continuum(potential, count=3):
    """Lowest energies and normalized wavefunctions for potential sampled on z."""
    energy, vec = eigh_tridiagonal(2 * kin / step**2 + potential,
                                   np.full(len(z) - 1, -kin / step**2),
                                   select='i', select_range=(0, count - 1))
    return energy, vec / np.sqrt(step)


def wall_slope_sq(wave):
    # f(0)=f''(0)=0, so the one-sided quotient is accurate to second order
    return (wave[0] / step)**2


# ---------- two-valley chain, amplitudes zero on sites 0 and -1 ----------
def chain_levels(potential, a, phi, length=45.0, count=4):
    sites = int(round(length / a))
    hop = kin / a**2 / (4 * np.sin(phi)**2)
    c = np.cos(phi)
    bands = np.zeros((3, sites))
    bands[0] = hop * (2 + 4 * c**2) + potential(a * np.arange(1, sites + 1))
    bands[1, :-1] = -4 * c * hop
    bands[2, :-2] = hop
    return eig_banded(bands, lower=True, eigvals_only=True,
                      select='i', select_range=(0, count - 1))


# ---------- slope theorem in three different wells, three states each ----------
force0 = 0.010
depth, decay = 0.30, 15.0


def screened(x):
    return depth * (1 - np.exp(-x / decay))


wells = {
    'triangular': (lambda x: force0 * x, lambda x: force0 + 0 * x),
    'screened': (screened, lambda x: depth / decay * np.exp(-x / decay)),
    'bumped': (lambda x: force0 * x + 0.03 * np.exp(-((x - 4) / 1.5)**2),
               lambda x: force0 - 0.06 * (x - 4) / 1.5**2
               * np.exp(-((x - 4) / 1.5)**2)),
}
theorem_rows = []
for name, (pot, grad) in wells.items():
    energy, waves = continuum(pot(z))
    for n in range(3):
        left = kin * wall_slope_sq(waves[:, n])
        right = step * np.sum(grad(z) * waves[:, n]**2)
        assert abs(left / right - 1) < 1e-3, (name, n, left, right)
        theorem_rows.append((name, n, energy[n], left, right))
tri_energy = [row[2] for row in theorem_rows[:3]]
length_f = (kin / force0)**(1 / 3)
assert np.allclose(tri_energy, airy_roots * force0 * length_f, rtol=1e-3)

# ---------- moving the wall: energy derivative equals kin * slope^2 ----------
shift = 0.01
e_plus = continuum(screened(z + shift), 1)[0][0]
e_minus = continuum(screened(z - shift), 1)[0][0]
wall_derivative = (e_plus - e_minus) / (2 * shift)
screened_force = theorem_rows[3][4]
assert abs(wall_derivative / theorem_rows[3][3] - 1) < 1e-3

# ---------- finite flat barrier of equal mass: V0 f(0)^2 = force * P_well ----------
barrier = 3.0


def barrier_kappa(eps):
    return np.sqrt((barrier - eps * force0 * length_f) / kin)


def mismatch(eps):
    ai, aip = airy(-eps)[:2]
    return aip - barrier_kappa(eps) * length_f * ai


eps_b = brentq(mismatch, 1.05, airy_roots[0])
ai0 = airy(-eps_b)[0]
inside = quad(lambda x: airy(x / length_f - eps_b)[0]**2, 0, 12 * length_f,
              epsabs=1e-12, limit=200)[0]
outside = ai0**2 / (2 * barrier_kappa(eps_b))
density0 = ai0**2 / (inside + outside)
p_well = inside / (inside + outside)
assert abs(barrier * density0 / (force0 * p_well) - 1) < 1e-6

# ---------- chain: limit of small spacing, several valley positions ----------
fine = layer / 4
limit_rows = []
for phi in (phi_si, 0.8, 1.9):
    lev = chain_levels(lambda x: force0 * x, fine, phi)
    ratios = [(lev[1] - lev[0]) / (force0 * fine), (lev[3] - lev[2]) / (force0 * fine)]
    for r in ratios:
        assert abs(r * np.sin(phi) - 1) < 0.01, (phi, r)
    limit_rows.append((phi, ratios[0], ratios[1], 1 / np.sin(phi)))

# mean displacement of the two effective walls: half a spacing; the quadratic
# lattice correction is removed by combining two spacings
exact_tri = airy_roots[0] * force0 * length_f
drop = [exact_tri - np.mean(chain_levels(lambda x: force0 * x, a, phi_si)[:2])
        for a in (fine, fine / 2)]
mean_displacement = (4 * drop[1] - drop[0]) / (force0 * fine)
assert abs(mean_displacement - 0.5) < 0.015, mean_displacement

# non-triangular well: the mean force sets the splitting
lev = chain_levels(screened, fine, phi_si)
screened_ratio = (lev[1] - lev[0]) * np.sin(phi_si) / (screened_force * fine)
assert abs(screened_ratio - 1) < 0.02, screened_ratio

# control: smooth parabolic well far from the walls gives no splitting
quantum = 0.03
lev = chain_levels(lambda x: quantum**2 / (4 * kin) * (x - 22.5)**2, layer, phi_si)
control_split = lev[1] - lev[0]
assert abs(control_split) < 1e-8 and lev[2] - lev[1] > 0.5 * quantum

# ---------- field sweep at the real layer spacing ----------
fields = np.array([2.5, 5.0, 10.0, 20.0])
sweep = []
for field in fields:
    force = field * 1e-3
    lev = chain_levels(lambda x: force * x, layer, phi_si)
    sweep.append((field, force / kin, airy_roots[0] * (kin * force**2)**(1 / 3),
                  lev[1] - lev[0], force * layer / np.sin(phi_si), lev[2] - lev[1]))
errors = np.array([abs(row[3] / row[4] - 1) for row in sweep])
assert errors.max() < 0.10 and np.all(np.diff(errors) > 0), errors
exponent = np.log(sweep[-1][3] / sweep[0][3]) / np.log(fields[-1] / fields[0])
assert abs(exponent - 1) < 0.04, exponent

# ---------- self-consistent Hartree layer, one subband ----------
n_dep, n_inv = 1.0e-3, 5.0e-3             # per nm^2
coulomb = const.e / (const.epsilon_0 * eps_r) * 1e9      # e^2/eps in eV nm
grid = np.concatenate(([0.0], z))
pot_h = coulomb * (n_dep + n_inv / 2) * grid
for cycle in range(200):
    energy_h, wave_h = continuum(pot_h[1:], 1)
    rho = np.concatenate(([0.0], wave_h[:, 0]**2))
    beyond = 1 - cumulative_trapezoid(rho, grid, initial=0)
    new = cumulative_trapezoid(coulomb * (n_dep + n_inv * beyond), grid, initial=0)
    change = np.max(np.abs(new - pot_h))
    pot_h = 0.5 * pot_h + 0.5 * new
    if change < 1e-9:
        break
assert change < 1e-9
slope_force = kin * wall_slope_sq(wave_h[:, 0])
mean_force = coulomb * (n_dep + n_inv / 2)
surface_force = coulomb * (n_dep + n_inv)
assert abs(slope_force / mean_force - 1) < 1e-3
lev = chain_levels(lambda x: np.interp(x, grid, pot_h), layer, phi_si)
hartree_split = lev[1] - lev[0]
hartree_formula = mean_force * layer / np.sin(phi_si)
assert abs(hartree_split / hartree_formula - 1) < 0.06

# ---------- printed numbers ----------
print(f"mass {mass_ratio} m_e; lattice constant {lattice} nm; layer {layer:.5f} nm")
print(f"valley fraction {valley_fraction}; phi0 {phi_si:.4f} rad; sin {np.sin(phi_si):.4f}")
print(f"hbar^2/2m = {kin:.5f} eV nm^2; relative permittivity {eps_r}")
print(f"contact length a/sin(phi0) = {layer/np.sin(phi_si):.5f} nm")
print(f"contact constant w = {1e3*kin*layer/(2*np.sin(phi_si)):.4f} meV nm^3")
print(f"screened well: depth {depth} eV, decay length {decay} nm")
print("well, n, energy (meV), kin*slope^2 (meV/nm), mean force (meV/nm)")
for name, n, en, left, right in theorem_rows:
    print(f"  {name:10s} {n} {1e3*en:9.3f} {1e3*left:9.4f} {1e3*right:9.4f}")
print(f"screened well, dE/d(wall position) = {1e3*wall_derivative:.4f} meV/nm")
print(f"triangular length at 10 MV/m = {length_f:.4f} nm")
print(f"barrier {barrier} eV, 10 MV/m: density at wall {density0:.6f} 1/nm")
print(f"  V0*density = {1e3*barrier*density0:.5f} meV/nm; P_well = {p_well:.6f}")
print(f"fine chain spacing {fine:.5f} nm, 10 MV/m: splitting/(eFa)")
print("  phi0 (rad), n=0, n=1, 1/sin(phi0)")
for row in limit_rows:
    print("  " + " ".join(f"{x:8.4f}" for x in row))
print(f"mean wall displacement = {mean_displacement:.4f} spacings")
print(f"screened chain splitting / formula = {screened_ratio:.4f}")
print(f"parabolic control splitting = {1e3*abs(control_split):.1e} meV")
print("field (MV/m), slope^2 (nm^-3), E0 (meV), chain split (meV),")
print("  formula split (meV), gap to next subband pair (meV)")
for row in sweep:
    print(f"  {row[0]:5.1f} {row[1]:8.4f} " + " ".join(f"{1e3*x:8.4f}" for x in row[2:]))
print(f"largest chain-formula deviation = {100*errors.max():.2f} %")
print(f"chain field exponent, 2.5 to 20 MV/m = {exponent:.4f}")
print(f"Hartree: N_dep {n_dep*1e14:.1e}, N_inv {n_inv*1e14:.1e} cm^-2")
print(f"  subband energy {1e3*energy_h[0]:.3f} meV; kin*slope^2 {1e3*slope_force:.4f} meV/nm")
print(f"  mean force {1e3*mean_force:.4f}, surface force {1e3*surface_force:.4f} meV/nm")
print(f"  splitting: chain {1e3*hartree_split:.4f}, formula {1e3*hartree_formula:.4f} meV")
print(f"  surface force used instead: {1e3*surface_force*layer/np.sin(phi_si):.4f} meV")
print("PASS")
```

Output:

```
mass 0.92 m_e; lattice constant 0.543 nm; layer 0.13575 nm
valley fraction 0.85; phi0 1.3352 rad; sin 0.9724
hbar^2/2m = 0.04141 eV nm^2; relative permittivity 11.7
contact length a/sin(phi0) = 0.13961 nm
contact constant w = 2.8908 meV nm^3
screened well: depth 0.3 eV, decay length 15.0 nm
well, n, energy (meV), kin*slope^2 (meV/nm), mean force (meV/nm)
  triangular 0    37.547    9.9994   10.0000
  triangular 1    65.647    9.9989   10.0000
  triangular 2    88.652    9.9986   10.0000
  screened   0    56.463   17.4196   17.4212
  screened   1    94.653   15.5808   15.5832
  screened   2   123.363   14.1341   14.1369
  bumped     0    47.271   17.5560   17.5574
  bumped     1    76.934    3.9483    3.9488
  bumped     2    96.052   10.5556   10.5573
screened well, dE/d(wall position) = 17.4212 meV/nm
triangular length at 10 MV/m = 1.6059 nm
barrier 3.0 eV, 10 MV/m: density at wall 0.003333 1/nm
  V0*density = 9.99803 meV/nm; P_well = 0.999803
fine chain spacing 0.03394 nm, 10 MV/m: splitting/(eFa)
  phi0 (rad), n=0, n=1, 1/sin(phi0)
    1.3352   1.0285   1.0285   1.0284
    0.8000   1.3949   1.3956   1.3940
    1.9000   1.0568   1.0569   1.0567
mean wall displacement = 0.5000 spacings
screened chain splitting / formula = 1.0013
parabolic control splitting = 6.1e-13 meV
field (MV/m), slope^2 (nm^-3), E0 (meV), chain split (meV),
  formula split (meV), gap to next subband pair (meV)
    2.5   0.0604  14.9006   0.3491   0.3490  10.7865
    5.0   0.1207  23.6532   0.6983   0.6980  16.9633
   10.0   0.2415  37.5471   1.3970   1.3961  26.6011
   20.0   0.4829  59.6023   2.7951   2.7921  41.5520
largest chain-formula deviation = 0.11 %
chain field exponent, 2.5 to 20 MV/m = 1.0004
Hartree: N_dep 1.0e+11, N_inv 5.0e+11 cm^-2
  subband energy 31.108 meV; kin*slope^2 5.4128 meV/nm
  mean force 5.4131, surface force 9.2796 meV/nm
  splitting: chain 0.7774, formula 0.7557 meV
  surface force used instead: 1.2955 meV
PASS
```
